# Valley number and saturation current in a degenerate ballistic channel, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from filled states to the gate

A transistor channel one or a few atomic layers thick can have its conduction-band minimum at several points of momentum space, the valleys. Each valley offers states for carrying current, but how far these states are filled depends on the gate as well. This problem asks how the saturation current depends on the number of valleys, first when the Fermi level is held, then when the charge is held, and finally when the gate voltage is held, as in a circuit.

The channel lies in the \(xy\) plane and electrons travel along \(x\) from source to drain. Between the contacts the band edge has a maximum, the top of the barrier, at energy \(E_{\rm top}\). There are \(g\) identical valleys centred at points \(\mathbf K_i\), and near each of them

\[
E=E_{\rm top}+\frac{\hbar^2|\mathbf k|^2}{2m},
\]

where \(\mathbf k\) is measured from the valley's own centre. The mass \(m\) is the same in all directions. The spin factor is \(s=2\), the elementary charge is \(q>0\), and \(\eta=E_{FS}-E_{\rm top}\) is the height of the source Fermi level above the barrier top. The current per unit width \(J\) is given as a positive magnitude. Whenever \(g\) is varied, \(m\) is held fixed.

The temperature is zero until part (f). Transport is ballistic: no electron is scattered, and one with enough energy along \(x\) to pass the barrier does so without reflection.

### (a) Which states are filled at the barrier top, and what is the sheet density there?

**Solution.** Without scattering, a state at the barrier top is filled by the contact from which its electrons come. An electron with \(v_x>0\) came from the source, and one with \(v_x<0\) came from the drain. Since

\[
v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=\frac{\hbar k_x}{m},
\]

the sign of \(v_x\) is the sign of \(k_x\) measured from the valley centre. The position of the valley in the Brillouin zone does not matter: a valley at large negative crystal momentum has right-moving states too.

The source fills right-moving states up to \(E_{FS}\). The drain Fermi level is lower by \(qV_D\), where \(V_D\) is the drain bias, so the drain fills left-moving states up to \(E_{FS}-qV_D\). None of these is filled if that level lies at or below the barrier top:

\[
E_{FS}-qV_D\le E_{\rm top}\quad\Longleftrightarrow\quad qV_D\ge\eta .
\]

This is the condition for saturation at zero temperature. In each valley the filled states then form half a disc, \(k_x>0\) and \(|\mathbf k|<k_F\), with

\[
\frac{\hbar^2k_F^2}{2m}=\eta,\qquad k_F^2=\frac{2m\eta}{\hbar^2}.
\]

The half disc has area \(\pi k_F^2/2\). Each spin and valley has \(1/(2\pi)^2\) states per unit of real area and unit of momentum-space area. Therefore

\[
n=sg\,\frac{1}{4\pi^2}\,\frac{\pi k_F^2}{2}=\frac{sg\,k_F^2}{8\pi}
=\frac{sg}{8\pi}\,\frac{2m\eta}{\hbar^2}=\frac{sgm\,\eta}{4\pi\hbar^2}.
\]

This is half the density that a channel in equilibrium would hold at the same \(\eta\), because in equilibrium the left-moving half disc is filled as well.

### (b) What current do these electrons carry, and what is their mean velocity?

**Solution.** Each filled state contributes \(qv_x\) to the current per unit width, divided by the area of the sample. The sum over states is

\[
J=q\,sg\int_{\rm half\ disc}\frac{d^2k}{(2\pi)^2}\,\frac{\hbar k_x}{m}.
\]

In polar coordinates \(k_x=k\cos\theta\) and \(d^2k=k\,dk\,d\theta\), with \(\theta\) running from \(-\pi/2\) to \(\pi/2\):

\[
J=\frac{q\,sg\,\hbar}{4\pi^2m}\int_0^{k_F}k^2\,dk\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
=\frac{q\,sg\,\hbar}{4\pi^2m}\cdot\frac{k_F^3}{3}\cdot2
=\frac{q\,sg\,\hbar k_F^3}{6\pi^2m}.
\]

To write this in terms of \(\eta\), insert \(k_F^3=(2m\eta)^{3/2}/\hbar^3\) and use \((2m)^{3/2}/m=2\sqrt{2m}\):

\[
J=\frac{q\,sg\,(2m)^{3/2}\eta^{3/2}}{6\pi^2m\hbar^2}
=\frac{q\,sg\sqrt{2m}\;\eta^{3/2}}{3\pi^2\hbar^2}.
\]

The mean velocity along \(x\), called the injection velocity, is the current divided by the charge density:

\[
v=\frac{J}{qn}=\frac{sg\,\hbar k_F^3}{6\pi^2m}\cdot\frac{8\pi}{sg\,k_F^2}
=\frac{4}{3\pi}\,\frac{\hbar k_F}{m}.
\]

The valley number has cancelled. It affects the velocity through \(k_F\) alone. The factor \(4/(3\pi)\) is less than one because most electrons are slower than those at the edge of the disc, and most travel at an angle to \(x\).

The powers of \(\eta\) have a simple origin. The number of filled states grows as \(\eta\), and their mean velocity grows as \(\sqrt\eta\), so the current grows as \(\eta^{3/2}\).

### (c) How does the current depend on \(g\) at fixed \(\eta\), and how at fixed \(n\)?

**Solution.** At fixed \(\eta\), the last expression for \(J\) contains \(g\) once, as a factor:

\[
J\propto g\qquad(\eta\ \text{fixed}).
\]

Every new valley is filled to the same level as the old ones and adds its own equal current. The charge rises in the same proportion, and the velocity does not change.

At fixed density, \(k_F\) must adjust. From part (a),

\[
k_F=\sqrt{\frac{8\pi n}{sg}},
\]

and therefore

\[
J=qnv=qn\,\frac{4\hbar}{3\pi m}\sqrt{\frac{8\pi n}{sg}}\;\propto\;g^{-1/2}\qquad(n\ \text{fixed}).
\]

The same electrons are now shared among more valleys. Each disc is smaller, its edge lies at a lower momentum, and the electrons are slower.

Both laws were tested by direct summation on a grid in momentum space, with the valleys at separate points. The velocity of each state was found from finite differences of the energy, and the right-moving states were filled in order of energy. The mass was half the free-electron mass. With \(\eta\) fixed near 86 meV, the current relative to that of one valley was 2.0005, 4.0010 and 6.0018 for two, four and six valleys. With the density fixed at the one-valley value, the ratios were 0.7072, 0.5000 and 0.4082. These agree with \(g\) and \(g^{-1/2}\) within the tolerance of one per cent set for the sum.

Both laws assume that every valley holds the same charge and carries the same current at the same \(\eta\). Equal masses in all directions ensure this, and so would unequal masses along \(x\) and \(y\) if they were the same in every valley. Valleys that differ in orientation can break the condition. Suppose a valley had masses \(m_x\) and \(m_y\) along the two axes. Put \(k_x=\sqrt{m_x}\,u_x\) and \(k_y=\sqrt{m_y}\,u_y\), so that the filled region is again a half disc in \(\mathbf u\), with a radius set by \(\eta\). The integrand of the current becomes

\[
dk_x\,dk_y\,\frac{\hbar k_x}{m_x}
=\sqrt{m_xm_y}\;du_x\,du_y\,\frac{\hbar u_x}{\sqrt{m_x}}
=\sqrt{m_y}\;\hbar u_x\,du_x\,du_y .
\]

At equal \(\eta\) such a valley carries a current proportional to \(\sqrt{m_y}\). Valleys that are rotated copies of one another can then carry different currents, as when a rotation by 90° exchanges \(m_x\) and \(m_y\), and counting them is not enough.

### (d) The gate holds neither \(\eta\) nor \(n\). What does it hold, and what current follows?

**Solution.** Let \(C\) be the capacitance per unit area of the gate insulator. Measure the gate voltage from the point at which the empty band edge at the barrier top meets the source Fermi level, where \(\eta=0\) and \(n=0\). The voltage beyond this point is the overdrive \(V\). The zero of \(V\) does not depend on \(g\), because no charge is present there. The influence of source and drain on the barrier height is neglected, which requires a gate with good control of the channel.

When the gate is raised by \(V\), the barrier top falls by \(\eta\), so the potential in the channel rises by \(\eta/q\). The rest of the voltage, \(V-\eta/q\), lies across the insulator and holds the channel charge:

\[
qn=C\left(V-\frac{\eta}{q}\right)\quad\Longrightarrow\quad qV=\eta+\frac{q^2n}{C}.
\]

Insert the density from part (a):

\[
qV=\eta\left(1+\frac{q^2sgm}{4\pi\hbar^2C}\right)=\eta\,(1+x),
\qquad x=\frac{C_Q}{C},\qquad C_Q=\frac{q^2sgm}{4\pi\hbar^2}.
\]

Here \(C_Q=q^2\,dn/d\eta\) is the quantum capacitance of the half-filled channel. It measures how much charge enters when the band edge moves, and it is half the equilibrium value for the reason given in part (a). It is proportional to \(g\), so write \(x=gr\), where

\[
r=\frac{q^2sm}{4\pi\hbar^2C}
\]

belongs to one valley. Then \(\eta=qV/(1+gr)\), and the current of part (b) becomes

\[
J=\frac{q\,s\sqrt{2m}\,(qV)^{3/2}}{3\pi^2\hbar^2}\;\frac{g}{(1+gr)^{3/2}} .
\]

The charge follows from the same relation:

\[
qn=C\left(V-\frac{V}{1+x}\right)=CV\,\frac{x}{1+x}=\frac{C\,C_Q}{C+C_Q}\,V .
\]

The two capacitances act in series, and the smaller one governs.

If \(C_Q\ll C\), then \(x\ll1\) and \(\eta\to qV\). This is the quantum-capacitance limit. The gate holds the barrier height, and \(J\propto g\).

If \(C_Q\gg C\), then \(x\gg1\) and \(qn\to CV\). The gate holds the charge, and

\[
\frac{g}{(1+gr)^{3/2}}\to\frac{g}{(gr)^{3/2}}=r^{-3/2}g^{-1/2}.
\]

The two laws of part (c) are thus the two ends of one formula. A given channel can pass from one to the other as \(g\) itself grows, since \(x=gr\).

### (e) Where does an added valley stop helping?

**Solution.** Treat \(g\) for a moment as a continuous variable and hold \(V\), \(C\) and \(m\) fixed. The logarithm of the current is a constant plus \(\ln g-\tfrac32\ln(1+gr)\), so the local exponent is

\[
p=\frac{d\ln J}{d\ln g}=1-\frac32\,\frac{gr}{1+gr}=1-\frac32\,\frac{x}{1+x}
=\frac{1-x/2}{1+x}.
\]

It is positive for \(x<2\) and negative for \(x>2\). The current is therefore greatest at

\[
x=2,\qquad C_Q=2C,\qquad g=\frac2r .
\]

At that point one third of the overdrive moves the barrier and two thirds lie across the insulator. The overdrive itself does not enter the condition. In this model \(C_Q\) does not depend on \(\eta\), because the density of states of a parabolic band in two dimensions is constant.

Real valley numbers are integers, so one can also ask whether doubling them helps. The current rises from \(g\) to \(2g\) if

\[
\frac{2g}{(1+2x)^{3/2}}>\frac{g}{(1+x)^{3/2}}
\quad\Longleftrightarrow\quad
2^{2/3}(1+x)>1+2x ,
\]

where \(x\) is the value before doubling. Collecting the terms in \(x\) gives

\[
x<\frac{2^{2/3}-1}{2-2^{2/3}}\approx1.42 .
\]

The limits are approached slowly. Writing \(x/(1+x)=1-1/(1+x)\) gives

\[
p=-\frac12+\frac{3}{2(1+x)} .
\]

To bring \(p\) within 0.1 of \(-1/2\), \(1+x\) must be at least 15. To bring it within 0.1 of 1, the condition \(\tfrac32x/(1+x)\le0.1\) gives \(x\le1/14\). Between these values neither simple law describes the channel well.

## Part two: temperature, numbers and a real channel

The symbols are as before. There are \(g\) isotropic valleys of mass \(m\), with spin factor \(s=2\). The source Fermi level lies \(\eta\) above the barrier top, \(n\) is the sheet density there, and \(V\) is the gate overdrive. At zero temperature in saturation,

\[
n=\frac{sgm\eta}{4\pi\hbar^2},\qquad
J_0(\eta)=\frac{q\,sg\sqrt{2m}\,\eta^{3/2}}{3\pi^2\hbar^2},\qquad
v=\frac{4\hbar k_F}{3\pi m},\qquad k_F=\sqrt{\frac{8\pi n}{sg}} .
\]

The gate gives \(qV=\eta+q^2n/C\), hence \(\eta=qV/(1+x)\) with \(x=C_Q/C=gr\). The local exponent at fixed overdrive is \(p=1-\tfrac32x/(1+x)\).

### (f) Which of the two laws needs a degenerate electron gas?

**Solution.** Let \(T\) be the temperature and \(f(\varepsilon)=1/(e^{(\varepsilon-\eta)/k_BT}+1)\) the occupation of a right-moving state at energy \(\varepsilon\) above the barrier top. Assume that the drain is biased far enough to leave the left-moving states empty. The right-moving states have constant density \(sgm/(4\pi\hbar^2)\) per unit energy, so

\[
n=\frac{sgm}{4\pi\hbar^2}\int_0^\infty f\,d\varepsilon
=\frac{sgm\,k_BT}{4\pi\hbar^2}\,\ln\!\left(1+e^{\eta/k_BT}\right).
\]

The integral follows because \(-k_BT\ln(1+e^{(\eta-\varepsilon)/k_BT})\) has the derivative \(f\) with respect to \(\varepsilon\).

States between \(\varepsilon\) and \(\varepsilon+d\varepsilon\) would carry the current \((dJ_0/d\varepsilon)\,d\varepsilon\) if they were full. Weighting by the occupation gives

\[
J=\int_0^\infty\frac{dJ_0}{d\varepsilon}\,f\,d\varepsilon .
\]

Both integrals are proportional to \(g\) at fixed \(\eta\). The linear law therefore holds at any temperature in this model.

The law at fixed charge is different. In the dilute limit, \(f\approx e^{(\eta-\varepsilon)/k_BT}\). Since \(dJ_0/d\varepsilon\) is proportional to \(\tfrac32\varepsilon^{1/2}\), the current needs the integral

\[
\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/k_BT}\,d\varepsilon=\frac{\sqrt\pi}{2}(k_BT)^{3/2}.
\]

The density becomes \(n=sgm\,k_BT\,e^{\eta/k_BT}/(4\pi\hbar^2)\). In the ratio, the factors \(sg\) and \(e^{\eta/k_BT}\) cancel:

\[
v=\frac{J}{qn}
=\frac{\sqrt{2m}}{3\pi^2\hbar^2}\cdot\frac32\cdot\frac{\sqrt\pi}{2}(k_BT)^{3/2}\cdot\frac{4\pi\hbar^2}{m\,k_BT}
=\sqrt{\frac{2k_BT}{\pi m}} .
\]

This velocity is set by temperature and mass and does not contain \(g\). At fixed charge, the current of a dilute gas does not depend on the number of valleys. The inverse square root came from the shrinking of the Fermi disc, and a dilute gas has no such disc.

The ballistic saturation current grows as \(g\) at fixed \(\eta\) at any temperature, falls as \(g^{-1/2}\) at fixed charge only for a degenerate gas, and at zero temperature and fixed overdrive passes between these two laws as \(C_Q/C\) grows. It remains to put numbers to a two-valley channel in the regime of monolayer MoS\(_2\), to compare other valley numbers, and to estimate how far temperature, band details, tunnelling, scattering and contact resistance change the result.

All numerical values are calculated from the stated model.
